# Dipolar Zero-Field Splitting of a Two-Electron Triplet

In the model computed below, two electrons with total spin one have three levels in zero magnetic field, at $-0.0335$, $-0.0221$ and $+0.0555\ \mathrm{cm^{-1}}$. Their sum is zero within rounding. The gap from the top level to the mean of the two lower ones equals that of two point dipoles 3.15 Å apart, although the root-mean-square distance between the electrons is 3.86 Å. The derivation accounts for the splitting, the vanishing sum and the difference between the two distances.

## Setting and conventions

Two electrons occupy one triplet state without orbital degeneracy. Its spatial function $\Phi(\mathbf r_1,\mathbf r_2)$ is real, normalized and antisymmetric. The spin part may be any combination of the three triplet functions, so without magnetic interactions the state is threefold degenerate.

Spin operators $\mathbf s_1,\mathbf s_2$ and $\mathbf S=\mathbf s_1+\mathbf s_2$ are in units of $\hbar$. The separation is $\mathbf r=\mathbf r_1-\mathbf r_2$, with components $r_a$ and length $r$. The electron moments are $\boldsymbol\mu_i=-g\mu_B\mathbf s_i$ with $g>0$.

The dipole interaction is treated to first order: it is projected on the three degenerate states and diagonalized there. This requires a splitting much smaller than the energy distance to other electronic states. Spin-orbit coupling, which can also split a triplet in second order, is left out. If it matters, the tensor below is one contribution to the measured one.

## The dipolar kernel

The field of moment $\boldsymbol\mu_2$ at displacement $\mathbf r\neq0$ is

$$\mathbf B=\frac{\mu_0}{4\pi}\left[\frac{3\mathbf r(\boldsymbol\mu_2\cdot\mathbf r)}{r^5}-\frac{\boldsymbol\mu_2}{r^3}\right].$$

The energy is $-\boldsymbol\mu_1\cdot\mathbf B$. The two minus signs in the moments cancel, which gives

$$H_{\rm dip}=C\sum_{ab}K_{ab}\,s_{1a}s_{2b},\qquad K_{ab}=\frac{r^2\delta_{ab}-3r_ar_b}{r^5},\qquad C=\frac{\mu_0}{4\pi}g^2\mu_B^2 .$$

Since $\partial_b(1/r)=-r_b/r^3$, a second derivative gives $\partial_a\partial_b(1/r)=-\delta_{ab}/r^3+3r_ar_b/r^5=-K_{ab}$. The kernel is therefore symmetric. Its trace is $(3r^2-3r^2)/r^5=0$ away from the origin.

At $r=0$ the interaction of point moments has an additional contact term proportional to $\delta^3(\mathbf r)$. Its average contains $|\Phi(\mathbf r_1,\mathbf r_1)|^2$. Antisymmetry requires $\Phi(\mathbf r_1,\mathbf r_1)=-\Phi(\mathbf r_1,\mathbf r_1)=0$, so this term does not contribute.

The $1/r^3$ growth of $K_{ab}$ is harmless for the same reason. Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, and define the density of separations

$$P(\mathbf r)=\int d^3R\,\left|\Phi(\mathbf R+\mathbf r/2,\mathbf R-\mathbf r/2)\right|^2 .$$

Exchanging the electrons reverses $\mathbf r$, so $\Phi$ is odd in $\mathbf r$ and starts linearly when it is smooth there. Thus $P$ starts as $r^2$. With $r^2$ from the volume element and $r^{-3}$ from the kernel, the radial integrand starts as $r$, and a sphere of radius $\varepsilon$ contributes an amount of order $\varepsilon^2$. In the example, doubling a small radius multiplies the $zz$ contribution by 4.00.

## Projection on the triplet

Each state is a product of $\Phi$ and a spin function. The spatial average can therefore be taken first, leaving $C\sum_{ab}\langle K_{ab}\rangle s_{1a}s_{2b}$. To write this in terms of total spin, expand both orderings:

$$S_aS_b=s_{1a}s_{1b}+s_{1a}s_{2b}+s_{2a}s_{1b}+s_{2a}s_{2b},$$

$$S_bS_a=s_{1b}s_{1a}+s_{1b}s_{2a}+s_{2b}s_{1a}+s_{2b}s_{2a}.$$

Operators of different electrons commute, so the mixed terms of the second line repeat those of the first. For one spin one-half, the Pauli matrices give $s_as_b+s_bs_a=\delta_{ab}/2$. This applies to each electron, and the sum is

$$S_aS_b+S_bS_a=\delta_{ab}+2\left(s_{1a}s_{2b}+s_{2a}s_{1b}\right).$$

Now take any symmetric numerical tensor $T_{ab}$. Its symmetry allows $s_{1a}s_{2b}$ to be replaced by half of $s_{1a}s_{2b}+s_{2a}s_{1b}$ under the sum:

$$\begin{aligned}
\sum_{ab}T_{ab}s_{1a}s_{2b}
&=\frac12\sum_{ab}T_{ab}\left[\frac12(S_aS_b+S_bS_a)-\frac12\delta_{ab}\right]\\
&=\frac12\sum_{ab}T_{ab}S_aS_b-\frac14\,\mathrm{tr}\,T .
\end{aligned}$$

For $T=C\langle K\rangle$ the trace vanishes. The result is

$$H=\mathbf S\cdot\mathbf D\cdot\mathbf S,\qquad D_{ab}=\frac C2\left\langle\frac{r^2\delta_{ab}-3r_ar_b}{r^5}\right\rangle,\qquad \mathrm{tr}\,\mathbf D=0 .$$

The factor $1/2$ comes from replacing two individual spins by the total spin. The averaged operator also gives zero on the singlet spin function, because every $S_a$ does, so it does not mix that function with the triplet.

## The parameters D and E

A real symmetric tensor has three perpendicular principal axes. In these axes

$$H=D_xS_x^2+D_yS_y^2+D_zS_z^2,\qquad D_x+D_y+D_z=0 .$$

Two numbers remain. Define

$$D=\frac32D_z,\qquad E=\frac12(D_x-D_y).$$

Then $D_z=2D/3$, $D_x+D_y=-2D/3$ and $D_x-D_y=2E$, so that

$$D_x=-\frac D3+E,\qquad D_y=-\frac D3-E,\qquad D_z=\frac{2D}3 .$$

Substitution, followed by $S_x^2+S_y^2=2-S_z^2$ for spin one, gives

$$\begin{aligned}
H&=-\frac D3(S_x^2+S_y^2)+\frac{2D}3S_z^2+E(S_x^2-S_y^2)\\
&=D\left(S_z^2-\frac23\right)+E(S_x^2-S_y^2).
\end{aligned}$$

The spatial formulas follow from the definitions. In $E$ the $r^2$ terms cancel:

$$D=\frac{3C}4\left\langle\frac{r^2-3z^2}{r^5}\right\rangle,\qquad E=\frac{3C}4\left\langle\frac{y^2-x^2}{r^5}\right\rangle .$$

The axis called $z$ is chosen to have the largest $|D_k|$. For $D>0$, the conditions $D_x,D_y\ge-2D/3$ become $-D/3\pm E\ge-2D/3$, hence $|E|\le D/3$. Reversing all signs covers $D<0$, so in general $|E|\le|D|/3$. Exchanging the names $x$ and $y$ changes the sign of $E$ and leaves the physics unchanged. A reported sign of $E$ therefore needs its axis assignment.

## Levels and states

Let $\alpha,\beta$ be the states with $s_z=\pm1/2$, and let the first letter of a pair refer to electron 1. Take

$$T_x=\frac{\beta\beta-\alpha\alpha}{\sqrt2},\qquad T_y=\frac{i(\alpha\alpha+\beta\beta)}{\sqrt2},\qquad T_z=\frac{\alpha\beta+\beta\alpha}{\sqrt2}.$$

These are orthonormal. From $s_x\alpha=\beta/2$ and $s_x\beta=\alpha/2$,

$$S_x\alpha\alpha=S_x\beta\beta=\frac12(\alpha\beta+\beta\alpha),$$

so $S_xT_x=0$. From $s_y\alpha=i\beta/2$ and $s_y\beta=-i\alpha/2$,

$$S_y\alpha\alpha=\frac i2(\alpha\beta+\beta\alpha)=-S_y\beta\beta,$$

so $S_yT_y=0$. In $T_z$ the two $z$ components cancel, so $S_zT_z=0$.

On a triplet each $S_k$ has the eigenvalues $1,0,-1$. The state with eigenvalue zero is $T_k$, and $S_k^2$ equals one on the space perpendicular to it, which is spanned by the other two states. Thus $S_k^2T_l=T_l$ for $k\ne l$, and $S_k^2T_k=0$. All three $T_k$ are eigenstates of $H$. For $T_x$ the energy is $D_y+D_z=-D_x$, and the other two follow in the same way:

$$E(T_x)=\frac D3-E,\qquad E(T_y)=\frac D3+E,\qquad E(T_z)=-\frac{2D}3 .$$

Here $E(T_k)$ is an energy and $E$ alone is the rhombic parameter. The sum of the levels is $-\mathrm{tr}\,\mathbf D=0$, which explains the vanishing sum in the opening example. The gaps are

$$|E(T_z)-E(T_x)|=|D-E|,\quad |E(T_z)-E(T_y)|=|D+E|,\quad |E(T_x)-E(T_y)|=2|E|.$$

Reversing the signs of both $D$ and $E$ leaves these gaps unchanged, so the gaps alone do not determine the sign of $D$.

The same Hamiltonian can be written in states of definite $S_z$. With $S_\pm=S_x\pm iS_y$, one has $S_x^2-S_y^2=(S_+^2+S_-^2)/2$, while $S_+^2\beta\beta=2\alpha\alpha$ and $S_-^2\alpha\alpha=2\beta\beta$. In the order $\alpha\alpha,T_z,\beta\beta$,

$$H=\begin{pmatrix}D/3&0&E\\0&-2D/3&0\\E&0&D/3\end{pmatrix}.$$

The off-diagonal element is $E$. If $E=0$, the states $\alpha\alpha$ and $\beta\beta$ stay degenerate. At the other limit, $|E|=|D|/3$, the levels are $0$ and $\pm2D/3$. They are equally spaced, and two axes tie for the largest $|D_k|$ with opposite signs. The sign of $D$ is then a matter of labelling.

## The sign of D and the point-dipole limit

Suppose the electrons are localized at two sites a distance $R$ apart on the $z$ axis. Then $\mathbf r$ is close to $\pm R\hat{\mathbf z}$, and the even kernel has the same value at both points. Setting $x=y=0$ and $z^2=r^2=R^2$ gives

$$D=\frac{3C}4\,\frac{R^2-3R^2}{R^5}=-\frac{3C}{2R^3},\qquad E=0 .$$

For spherical Gaussian orbitals $\propto e^{-\rho^2/2a^2}$, with $\rho$ the distance from the site and $a=1$ Å, placed 10 Å apart, quadrature and this formula both give $-0.002604\ \mathrm{cm^{-1}}$. This close agreement relies on the spherical shape. If $\mathbf r$ is spread about $R\hat{\mathbf z}$ with independent variances $\sigma_k^2$, the leading Taylor correction to the average is $\frac12\sum_k\sigma_k^2\,\partial_k^2K_{ab}$. The vanishing trace means $\nabla^2(1/r)=0$ away from the origin, hence $\nabla^2K_{ab}=0$, so this term vanishes for equal $\sigma_k$. For an isotropic Gaussian the higher terms are powers of $\nabla^2$ acting on $K_{ab}$ and vanish too. The expansion requires separations near $r=0$ to have negligible weight, as they do here with $R=10a$. For unequal $\sigma_k$ a correction of relative order $\sigma^2/R^2$ remains in the tensor. On the axis $\partial_z^4(1/r)=24/R^5$ and $\partial_x^2\partial_z^2(1/r)=\partial_y^2\partial_z^2(1/r)=-12/R^5$, so $D$ changes by the fraction $3(2\sigma_z^2-\sigma_x^2-\sigma_y^2)/R^2$ at this order, and $E$ becomes nonzero when $\sigma_x\ne\sigma_y$.

The level order can be read from the spins. In $T_z$ the $z$ components are opposite, so $\langle s_{1z}s_{2z}\rangle=-1/4$. Setting $a=b=x$ in the spin identity gives $s_{1x}s_{2x}=(S_x^2-1/2)/2$, which equals $+1/4$ in $T_z$; the same holds for $y$. With $K_{zz}=-2/R^3$ and $K_{xx}=K_{yy}=1/R^3$, the energy is

$$C\left(\frac{2}{4R^3}+\frac1{4R^3}+\frac1{4R^3}\right)=\frac C{R^3}=-\frac{2D}3 .$$

Opposite moment components along the line of centres cost energy, and so do parallel components across it. $T_z$ has both and lies highest. More generally, the average in $D$ contains $r^2-3z^2$, so $D$ is negative when $\langle z^2/r^5\rangle$ exceeds one third of $\langle1/r^3\rangle$, and positive when it is smaller. One third is the share of each axis in an isotropic distribution.

## Worked example: an anisotropic Gaussian triplet

One electron is in $\varphi_0\propto\exp(-\sum_kr_k^2/2a_k^2)$ and the other in $\varphi_1=\sqrt2\,(z/a_z)\varphi_0$. The chosen widths are $a_x=0.8$ Å, $a_y=1.5$ Å and $a_z=2.0$ Å. In this model $\Phi$ is a single determinant, so correlation beyond it is neglected:

$$\Phi=\frac{\varphi_0(1)\varphi_1(2)-\varphi_1(1)\varphi_0(2)}{\sqrt2}=\frac{z_2-z_1}{a_z}\,\varphi_0(1)\varphi_0(2).$$

For each component, $r_{1k}^2+r_{2k}^2=2R_k^2+r_k^2/2$. The exponent of $|\Phi|^2$ therefore separates, and integration over $\mathbf R$ leaves

$$P(\mathbf r)=\frac{z^2}{a_z^2}\prod_k\frac{e^{-r_k^2/2a_k^2}}{\sqrt{2\pi}\,a_k}.$$

The product is a normalized Gaussian with variances $a_k^2$, so the factor $z^2/a_z^2$ averages to one and $P$ is normalized. Reflection symmetry removes the off-diagonal elements of $\mathbf D$, so $x,y,z$ are principal axes. What remains is $M_k=\langle r_k^2/r^5\rangle$.

The power of $r$ is removed with

$$\frac1{r^5}=\frac4{3\sqrt\pi}\int_0^\infty t^{3/2}e^{-tr^2}dt,$$

which follows from $\Gamma(5/2)=3\sqrt\pi/4$. The factor $e^{-tr^2}$ changes each variance from $a_k^2$ to $v_k=a_k^2/(1+2ta_k^2)$ and multiplies the normalization by $(1+2ta_k^2)^{-1/2}$. The Gaussian average of $z^2r_k^2$ is $v_zv_k$ for $k=x,y$ and $3v_z^2$ for $k=z$. With $w_x=w_y=1$ and $w_z=3$,

$$M_k=\frac4{3\sqrt\pi}\int_0^\infty\frac{t^{3/2}\,w_kv_kv_z}{a_z^2\sqrt{\prod_j(1+2ta_j^2)}}\,dt .$$

Numerically, $M_x=0.007625$, $M_y=0.012008$ and $M_z=0.041812\ \text{Å}^{-3}$. With $C=1.7359\ \mathrm{cm^{-1}\,\text{Å}^3}$,

$$D=\frac34(1.7359)(0.007625+0.012008-0.083624)=-0.0833\ \mathrm{cm^{-1}},$$

$$E=\frac34(1.7359)(0.012008-0.007625)=0.0057\ \mathrm{cm^{-1}}.$$

These are $-2.50$ and $0.171$ GHz, with $|E/D|=0.0685$. The levels in $\mathrm{cm^{-1}}$ are

$$\begin{aligned}
E(T_x)&=-0.0278-0.0057=-0.0335,\\
E(T_y)&=-0.0278+0.0057=-0.0221,\\
E(T_z)&=+0.0555 .
\end{aligned}$$

The gaps are $|D-E|=2.67$ GHz, $|D+E|=2.33$ GHz and $2|E|=0.342$ GHz. The numerical check repeats the averages by three-dimensional quadrature and by six-dimensional sampling of the determinant.

The two distances in the opening can now be compared. The mean square separation is $a_x^2+a_y^2+3a_z^2$, where the 3 comes from the factor $z^2$ in $P$; its root is 3.86 Å. The dipole interaction averages inverse cubes instead:

$$\left\langle\frac1{r^3}\right\rangle=M_x+M_y+M_z=0.06145\ \text{Å}^{-3},$$

which corresponds to a distance of $0.06145^{-1/3}=2.534$ Å. Close pairs count more. The directions act the other way. The ratio $(M_x+M_y-2M_z)/\langle r^{-3}\rangle$ is $-1.0414$, compared with $-2$ for separations along $z$. This weaker alignment lengthens the equivalent distance by $(2/1.0414)^{1/3}=1.243$, giving $2.534\times1.243=3.15$ Å. A distance obtained from $D$ with the point-dipole formula is therefore not the rms distance in this model.

Equal widths $a$ provide a closed form for testing an implementation. The angular integral of $\cos^2\theta\,(1-3\cos^2\theta)$ is $2\pi(2/3-6/5)=-16\pi/15$, and the radial integral is $\int_0^\infty r\,e^{-r^2/2a^2}dr=a^2$. The normalization of $P$ supplies $1/[(2\pi)^{3/2}a^5]$, so

$$D=-\frac{3C}4\,\frac{16\pi}{15}\,\frac1{(2\pi)^{3/2}a^3}=-\frac{\sqrt2}{5\sqrt\pi}\,\frac C{a^3}=-0.1596\,\frac C{a^3},\qquad E=0 .$$

The one-dimensional integrals reproduce this coefficient.

## Implementation notes

1. Compute $\langle K_{ab}\rangle$ in any convenient Cartesian frame, using an antisymmetric $\Phi$. If $P(0)\ne0$, the average of $1/r^3$ diverges logarithmically, and the dipolar average depends on how the origin is approached.
2. Multiply by $C/2$ and check that the trace vanishes. The kernel is traceless at every point, so a direct quadrature or sampling of $K_{ab}$ gives zero trace to rounding however coarse it is. The check exposes errors that spoil the zero trace, such as a missing factor 3, but not a wrong overall sign, a wrong overall power of $r$ or an unconverged integral. The equal-width closed form tests the sign and the scale. Convergence must be tested by refining the grid or enlarging the sample for the density actually used: at equal widths the angular integrand is a low-degree polynomial, which even a coarse angular grid can integrate exactly.
3. Diagonalize $\mathbf D$. The levels are minus its eigenvalues in any frame, because $H=\sum_kD_k(\mathbf e_k\cdot\mathbf S)^2$ and spin components along right-handed principal axes $\mathbf e_k$ obey the same algebra as $S_x,S_y,S_z$.
4. Assign $z$ to the eigenvalue of largest magnitude, state how $x$ and $y$ are assigned, and then form $D$ and $E$.

The spatial formula holds for two electrons. With more electrons, the pair average must be weighted by the spin state of the whole system, which is not derived here. If the triplet is orbitally degenerate or nearly so, the dipole interaction must be diagonalized together with the orbital states, and a single tensor $\mathbf D$ is no longer sufficient in general.

## Values computed for the example and the checks

```
electron g factor (magnitude): 2.002319
dipolar constant C: 1.73590 cm^-1 angstrom^3
width a_x: 0.8 angstrom
width a_y: 1.5 angstrom
width a_z: 2.0 angstrom
M_x = <x^2/r^5>: 0.007625 angstrom^-3
M_y = <y^2/r^5>: 0.012008 angstrom^-3
M_z = <z^2/r^5>: 0.041812 angstrom^-3
tensor component D_x: 0.033476 cm^-1
tensor component D_y: 0.022065 cm^-1
tensor component D_z: -0.055542 cm^-1
sum of tensor components (quadrature): 0.0e+00 cm^-1 (magnitude)
axial parameter D: -0.083312 cm^-1 = -2.4976 GHz
rhombic parameter E: 0.005706 cm^-1 = 0.1711 GHz
ratio |E/D|: 0.0685
level T_x: -0.033476 cm^-1
level T_y: -0.022065 cm^-1
level T_z: 0.055542 cm^-1
gap T_z to T_x, |D-E|: 0.089018 cm^-1 = 2.6687 GHz
gap T_z to T_y, |D+E|: 0.077607 cm^-1 = 2.3266 GHz
gap T_x to T_y, 2|E|: 0.011411 cm^-1 = 0.3421 GHz
D from 3D quadrature: -0.083312 cm^-1
E from 3D quadrature: 0.005706 cm^-1
D from 6D sampling: -0.08319 +/- 0.00014 cm^-1
E from 6D sampling: 0.00575 +/- 0.00003 cm^-1
equal widths, D a^3/C, integral: -0.159577 (no unit)
equal widths, D a^3/C, closed form: -0.159577 (no unit)
inner part, radius 0.02 over 0.01 angstrom: 3.9999 (ratio)
distant pair, separation R: 10.0 angstrom
distant pair, D by quadrature: -0.0026039 cm^-1
distant pair, -3C/(2R^3): -0.0026039 cm^-1
rms electron distance in the model: 3.8588 angstrom
point-dipole distance giving the same D: 3.1499 angstrom
```
